# Linear-to-quadratic crossover of flexural waves in a stretched sheet: verification in Python

```python
"""
Result under test: a suspended sheet under equal biaxial lattice strain e has
    rho*omega^2 = sigma*q^2 + kappa*q^4,   sigma = (C11 + C12)*e,
so its flexural branch changes from linear to quadratic at
    q_x = sqrt((C11 + C12)*e/kappa).
rho: mass per area; omega: angular frequency; q: wavevector;
sigma: tension per length; kappa: bending rigidity; C11, C12: 2D elasticity.
All calculations use SI units; printed units are stated on each line.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

# Posed data, followed by rough typical values for monolayer MoS2.
stiffness_sum = 163.0
kappa = 1.6e-18
strain = 0.001
c11, c12 = 130.0, 33.0
spacing = 0.316e-9
cell_mass_u = 160.0
temperature = 300.0
span = 1.0e-6
substrate_spring = 5.0e19
assert np.isclose(c11 + c12, stiffness_sum)

cell_area = np.sqrt(3) / 2 * spacing**2
rho = cell_mass_u * const.atomic_mass / cell_area
thermal = const.k * temperature
sigma = stiffness_sum * strain
qx = np.sqrt(sigma / kappa)


def frequency(q, tension=sigma):
    return np.sqrt((tension * q**2 + kappa * q**4) / rho)


def exponent(q):
    x2 = (q / qx)**2
    return 1 + x2 / (1 + x2)


# Triangular lattice: energies are evaluated from actual 3D bond lengths.
half_bonds = spacing * np.array([[1, 0], [0.5, np.sqrt(3) / 2],
                                 [-0.5, np.sqrt(3) / 2]])


def spring_energy(exx, eyy, spring, amplitude=0.0, cells=1):
    bonds = half_bonds * np.array([1 + exx, 1 + eyy])
    period = cells * spacing * (1 + exx)
    q = 2 * np.pi / period
    x = np.arange(cells) * spacing * (1 + exx)
    energy = 0.0
    for bx, by in bonds:
        dh = amplitude * (np.cos(q * (x + bx)) - np.cos(q * x))
        length = np.sqrt(bx**2 + by**2 + dh**2)
        energy += np.mean(0.5 * spring * (length - spacing)**2)
    return energy


def bending_energy(amplitude, cells):
    bonds = half_bonds * (1 + strain)
    q = 2 * np.pi / (cells * spacing * (1 + strain))
    x = np.arange(cells) * spacing * (1 + strain)
    differences = np.zeros(cells)
    for bx, by in bonds:
        differences += amplitude * (np.cos(q * (x + bx))
                                    + np.cos(q * (x - bx))
                                    - 2 * np.cos(q * x))
    curvature = 2 * differences / (3 * (spacing * (1 + strain))**2)
    area = cell_area * (1 + strain)**2
    return 0.5 * kappa * area * np.mean(curvature**2)


step = 1e-4
unit_c11 = (spring_energy(step, 0, 1) + spring_energy(-step, 0, 1)
            - 2 * spring_energy(0, 0, 1)) / (step**2 * cell_area)
unit_c12 = (spring_energy(step, step, 1) - spring_energy(step, -step, 1)
            - spring_energy(-step, step, 1)
            + spring_energy(-step, -step, 1)) / (4 * step**2 * cell_area)
spring = stiffness_sum / (unit_c11 + unit_c12)
lattice_tension = (spring_energy(strain + 1e-6, strain, spring)
                   - spring_energy(strain - 1e-6, strain, spring)
                   ) / (2e-6 * cell_area)
assert abs(lattice_tension / sigma - 1) < 2e-3

cells = np.arange(15, 221)
wavevectors = 2 * np.pi / (cells * spacing * (1 + strain))
amplitude = 1e-12
lattice_frequency = []
for count in cells:
    rise = (spring_energy(strain, strain, spring, amplitude, count)
            - spring_energy(strain, strain, spring, 0, count)
            + bending_energy(amplitude, count))
    area = cell_area * (1 + strain)**2
    lattice_frequency.append(np.sqrt(4 * rise / (amplitude**2 * area * rho)))
lattice_frequency = np.array(lattice_frequency)
long_waves = cells >= 30
frequency_error = np.max(np.abs(
    lattice_frequency[long_waves] / frequency(wavevectors[long_waves]) - 1))
assert frequency_error < 5e-3
slopes = np.gradient(np.log(lattice_frequency), np.log(wavevectors))
lattice_qx = np.interp(1.5, slopes[::-1], wavevectors[::-1])
assert abs(lattice_qx / qx - 1) < 1e-2
for q_test in (qx / 3, qx, 3 * qx):
    measured = np.interp(q_test, wavevectors[::-1], slopes[::-1])
    assert abs(measured - exponent(q_test)) < 0.02

# Thermal slack: quantum mode occupations against the classical logarithm.
zone_radius = np.sqrt(4 * np.pi / cell_area)


def mean_square_slope(tension):
    def integrand(x):
        q = x * qx
        omega = frequency(q, tension)
        occupation = 1 / np.tanh(const.hbar * omega / (2 * thermal))
        return qx * q**3 * const.hbar * occupation / (4 * np.pi * rho * omega)
    return quad(integrand, 1e-8, zone_radius / qx, limit=300,
                epsabs=1e-11, epsrel=1e-9)[0]


start_strain = strain / 10
start_tension = stiffness_sum * start_strain
slack_scale = thermal / (16 * np.pi * kappa)
slack_formula = slack_scale * np.log(sigma / start_tension)
slack_quantum = (mean_square_slope(start_tension)
                 - mean_square_slope(sigma)) / 4
assert abs(slack_quantum / slack_formula - 1) < 0.01

# Length excess along x on an isotropic wavy surface, sampled at random.
rng = np.random.default_rng(4)
points = rng.uniform(0, 2000, (200000, 2))
slope_x = np.zeros(len(points))
slope_y = np.zeros(len(points))
for angle in np.arange(12) * np.pi / 12:
    direction = np.array([np.cos(angle), np.sin(angle)])
    wave = 0.01 * np.sin(points @ direction + rng.uniform(0, 2 * np.pi))
    slope_x += direction[0] * wave
    slope_y += direction[1] * wave
excess = np.mean(np.sqrt(1 + slope_x**2) - 1)
quarter_slope = np.mean(slope_x**2 + slope_y**2) / 4
assert abs(excess / quarter_slope - 1) < 0.02

# Grips impose a projected strain increase of strain - start_strain.
grip_strain = brentq(
    lambda s: s - start_strain + slack_scale * np.log(s / start_strain)
    - (strain - start_strain), start_strain, strain)
grip_qx = np.sqrt(stiffness_sum * grip_strain / kappa)

# In-plane relaxation of the strain made by a wave and a ripple.
young = c11 - c12**2 / c11
for trial in range(4):
    wave_q, ripple_p = rng.normal(size=(2, 2))
    total = wave_q + ripple_p
    normal = total / np.linalg.norm(total)
    source = (np.outer(wave_q, ripple_p) + np.outer(ripple_p, wave_q)) / 2

    def elastic_energy(u):
        e = source + (np.outer(normal, u) + np.outer(u, normal)) / 2
        return (0.5 * c11 * (e[0, 0]**2 + e[1, 1]**2)
                + c12 * e[0, 0] * e[1, 1]
                + (c11 - c12) * e[0, 1]**2) / stiffness_sum

    relaxed = minimize(elastic_energy, [0.0, 0.0], method="BFGS").fun
    cross = wave_q[0] * ripple_p[1] - wave_q[1] * ripple_p[0]
    predicted = 0.5 * young * cross**4 / (total @ total)**2 / stiffness_sum
    assert abs(relaxed - predicted) < 1e-6 * (1 + predicted)


def ripple_integral(tension_on, order):
    # Dimensionless average over ripples for a wave at q = q_x.
    nodes, weights = np.polynomial.legendre.leggauss(order)
    phi = (nodes + 1) * np.pi / 4
    theta = (nodes + 1) * np.pi / 2
    p = np.tan(phi)[:, None]
    jacobian = 1 / np.cos(phi)[:, None]**2
    denominator = (1 + p**2 + 2 * p * np.cos(theta))**2
    values = (p**3 * np.sin(theta)**4
              / (denominator * (p**2 + tension_on)) * jacobian)
    area_weight = np.outer(weights * np.pi / 4, weights * np.pi / 2)
    return 2 * np.sum(area_weight * values) / (4 * np.pi**2)


integral = ripple_integral(1, 400)
assert abs(integral / ripple_integral(1, 240) - 1) < 2e-3
assert abs(ripple_integral(0, 400) / (3 / (16 * np.pi)) - 1) < 2e-3
stiffening = thermal * young / (kappa**2 * qx**2) * integral
stiffened_qx = qx / np.sqrt(1 + stiffening)

omega_x = frequency(qx)
phonon_mev = const.hbar * omega_x / const.e * 1e3
thermal_mev = thermal / const.e * 1e3
gap_mev = const.hbar * np.sqrt(substrate_spring / rho) / const.e * 1e3
spring_ratio = substrate_spring / (rho * omega_x**2)
assert phonon_mev < 0.01 * thermal_mev


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("C11 + C12", stiffness_sum, "N/m")
show("Bending rigidity", kappa, "J")
show("Biaxial lattice strain", 100 * strain, "percent")
show("Tension", sigma, "N/m")
show("Ratio tension/rigidity", sigma / kappa * 1e-18, "1/nm^2")
show("Crossover wavevector", qx * 1e-9, "1/nm")
show("Crossover wavevector, converted", qx * 1e-10, "1/angstrom")
show("Crossover wavelength", 2 * np.pi / qx * 1e9, "nm")
show("Local exponent at one third of crossover", exponent(qx / 3))
show("Local exponent at crossover", exponent(qx))
show("Local exponent at three times crossover", exponent(3 * qx))
show("Crossover from spring lattice", lattice_qx * 1e-9, "1/nm")
show("Spring-lattice tension", lattice_tension, "N/m")
show("Largest lattice frequency deviation", 100 * frequency_error,
     "percent", 2)
show("Rough cell mass", cell_mass_u, "u")
show("Rough lattice spacing", spacing * 1e9, "nm")
show("Areal mass density", rho, "kg/m^2")
show("Long-wave speed", np.sqrt(sigma / rho), "m/s")
show("Frequency at crossover", omega_x / (2 * np.pi) * 1e-9, "GHz")
show("Phonon energy at crossover", phonon_mev, "meV")
show("Temperature", temperature, "K")
show("Thermal energy", thermal_mev, "meV")
show("Starting lattice strain for grip test", 100 * start_strain, "percent")
show("Projected strain increase at grips",
     100 * (strain - start_strain), "percent")
show("Ripple slack released up to nominal tension",
     100 * slack_formula, "percent strain", 3)
show("Same slack with quantum occupations",
     100 * slack_quantum, "percent strain", 3)
show("Final lattice strain in grip test", 100 * grip_strain, "percent", 3)
show("Crossover in grip test", grip_qx * 1e-9, "1/nm", 3)
show("Crossover change in grip test", 100 * (grip_qx / qx - 1), "percent", 2)
show("Rough C11", c11, "N/m")
show("Rough C12", c12, "N/m")
show("Two-dimensional Young modulus", young, "N/m")
show("Dimensionless ripple integral", integral, "", 3)
show("Leading thermal rise of rigidity", 100 * stiffening, "percent", 2)
show("Crossover with thermal stiffening", stiffened_qx * 1e-9, "1/nm", 3)
show("Crossover change from stiffening",
     100 * (stiffened_qx / qx - 1), "percent", 2)
show("Lattice parameter squared, (q_x a)^2", (qx * spacing)**2, "", 2)
show("Suspended span", span * 1e6, "micrometre")
show("Lowest wavevector pi/span", np.pi / span * 1e-9, "1/nm", 3)
show("Rough substrate spring", substrate_spring, "N/m^3", 2)
show("Substrate spring/free-sheet restoring term", spring_ratio, "", 2)
show("Substrate gap energy", gap_mev, "meV", 2)
print("checks complete")
```

Output:

```
C11 + C12: 163 N/m
Bending rigidity: 1.6e-18 J
Biaxial lattice strain: 0.1 percent
Tension: 0.163 N/m
Ratio tension/rigidity: 0.1019 1/nm^2
Crossover wavevector: 0.3192 1/nm
Crossover wavevector, converted: 0.03192 1/angstrom
Crossover wavelength: 19.69 nm
Local exponent at one third of crossover: 1.1
Local exponent at crossover: 1.5
Local exponent at three times crossover: 1.9
Crossover from spring lattice: 0.3197 1/nm
Spring-lattice tension: 0.163 N/m
Largest lattice frequency deviation: 0.26 percent
Rough cell mass: 160 u
Rough lattice spacing: 0.316 nm
Areal mass density: 3.072e-06 kg/m^2
Long-wave speed: 230.3 m/s
Frequency at crossover: 16.55 GHz
Phonon energy at crossover: 0.06843 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Starting lattice strain for grip test: 0.01 percent
Projected strain increase at grips: 0.09 percent
Ripple slack released up to nominal tension: 0.0119 percent strain
Same slack with quantum occupations: 0.0119 percent strain
Final lattice strain in grip test: 0.0888 percent
Crossover in grip test: 0.301 1/nm
Crossover change in grip test: -5.8 percent
Rough C11: 130 N/m
Rough C12: 33 N/m
Two-dimensional Young modulus: 121.6 N/m
Dimensionless ripple integral: 0.0298
Leading thermal rise of rigidity: 5.8 percent
Crossover with thermal stiffening: 0.31 1/nm
Crossover change from stiffening: -2.8 percent
Lattice parameter squared, (q_x a)^2: 0.01
Suspended span: 1 micrometre
Lowest wavevector pi/span: 0.00314 1/nm
Rough substrate spring: 5e+19 N/m^3
Substrate spring/free-sheet restoring term: 1.5e+03
Substrate gap energy: 2.7 meV
checks complete
```
